# Spin susceptibility of the electron gas from on-shell G0W0 self-energies

**Question**

I have a working $G_0W_0$ code for the three-dimensional electron gas and want the enhancement of the spin susceptibility over its free-electron value at $r_s=2$ and $4$. My idea is to polarize the gas slightly, compute the on-shell self-energy of each spin at its own Fermi momentum, and read the enhancement from the splitting. I am stuck on three points.

1. How exactly do two self-energies give a susceptibility? Does the Zeeman field have to appear in $G_0$?
2. Must $W$ be recomputed for the polarized gas?
3. With bare exchange alone I get enhancements of about 1.50 and 2.97. The second looks suspiciously large. What does the correlation part do to it?

**Answer**

I use Hartree atomic units, zero temperature and a uniform neutralizing background. The density is $n=k_F^3/3\pi^2$ and the polarization is $\zeta=(n_\uparrow-n_\downarrow)/n$. The Fermi momenta are $k_{\uparrow,\downarrow}=k_F(1\pm\zeta)^{1/3}$, so $n_\sigma=k_\sigma^3/6\pi^2$. "On-shell" means

$$E_\sigma=\varepsilon_\sigma+\Sigma_\sigma(k_\sigma,\varepsilon_\sigma),\qquad \varepsilon_\sigma=k_\sigma^2/2 .$$

**From levels to susceptibility**

Let a field shift up spins by $-b$ and down spins by $+b$. In equilibrium both spins have the same chemical potential, $E_\uparrow-b=E_\downarrow+b$, so $2b=E_\uparrow-E_\downarrow$. Free electrons need $2b_0=\varepsilon_\uparrow-\varepsilon_\downarrow$ for the same polarization. The susceptibility is magnetization divided by field as $\zeta\to0$, hence

$$\frac{\chi}{\chi_P}=\frac1{S(0)},\qquad S(\zeta)=\frac{b}{b_0}=\frac{E_\uparrow-E_\downarrow}{\varepsilon_\uparrow-\varepsilon_\downarrow},$$

with $\chi_P$ the free-electron (Pauli) value.

The field need not appear in $G_0$. A rigid shift of one spin's levels cancels in the density response, which contains energy differences within one spin. It also cancels in $\Sigma_\sigma$, provided the frequency is shifted with the level. What matters is that each spin has its own Fermi momentum.

**Exchange**

At the Fermi momentum $k=k_\sigma$, the angular integral over the occupied states gives

$$\Sigma^x_\sigma=-\int_{k'<k}\!\frac{d^3k'}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf k'|^2}
=-\frac1{\pi k}\int_0^{k}\!dk'\,k'\ln\frac{k+k'}{k-k'} .$$

Set $k'=ky$. Integrating by parts with $(y^2-1)/2$ as the antiderivative of $y$ makes the boundary terms vanish, and $\int_0^1y\ln\frac{1+y}{1-y}\,dy=1$. So $\Sigma^x_\sigma=-k_\sigma/\pi$, and its share of $S$ is

$$\frac{-(k_\uparrow-k_\downarrow)/\pi}{(k_\uparrow^2-k_\downarrow^2)/2}=-\frac{2}{\pi(k_\uparrow+k_\downarrow)}\;\to\;-\frac1{\pi k_F}.$$

**Screening in the polarized gas**

With $v=4\pi/q^2$, the RPA interaction is $W=v/\epsilon$, where $\epsilon=1+v(P_\uparrow+P_\downarrow)$ and $P_\sigma$ is minus the free density response of one spin. Let $x=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=q^2/2+\mathbf k\cdot\mathbf q$. Then

$$P_\sigma(q,i\nu)=\int\!\frac{d^3k}{(2\pi)^3}\frac{n_{\mathbf k}-n_{\mathbf k+\mathbf q}}{x-i\nu}
=\int_{k<k_\sigma}\!\frac{d^3k}{(2\pi)^3}\frac{2x}{x^2+\nu^2}.$$

The second form follows by relabelling $\mathbf k\to-\mathbf k-\mathbf q$ in the second term, which turns $x$ into $-x$.

To integrate, write $2x/(x^2+\nu^2)=2\,\mathrm{Re}\,(x-i\nu)^{-1}$, $\nu=qu$ and $a=q/2-iu$. Then $x-i\nu=q(a+kc)$, with $c$ the cosine of the angle. For a sphere of radius $p$,

$$\int\!\frac{d^3k}{(2\pi)^3}\frac1{x-i\nu}=\frac1{4\pi^2q}\int_0^p\!k\ln\frac{a+k}{a-k}\,dk
=\frac1{4\pi^2q}\Big[ap+\frac{p^2-a^2}2\ln\frac{a+p}{a-p}\Big].$$

The logarithm equals $L_p/2+i\theta_p$, where

$$L_p=\ln\frac{(p+q/2)^2+u^2}{(p-q/2)^2+u^2},\qquad \theta_p=\arg\!\big(u^2+q^2/4-p^2+2ipu\big).$$

Since $p^2-a^2=p^2-q^2/4+u^2+iqu$, twice the real part is

$$P_\sigma=\frac1{4\pi^2}\Big[p+\frac{p^2+u^2-q^2/4}{2q}L_p-u\,\theta_p\Big]_{p=k_\sigma}.$$

**Correlation self-energy**

Let $W_c=W-v=v(1/\epsilon-1)$. The self-energy is

$$\Sigma^c_\sigma(k,\omega)=i\!\int\!\frac{d^3q}{(2\pi)^3}\!\int\!\frac{d\omega'}{2\pi}\,G_0(\mathbf k+\mathbf q,\omega+\omega')\,W_c(q,\omega').$$

Take $k=k_\sigma$ and $\omega=\varepsilon_\sigma$. Empty states ($x>0$) then put poles of $G_0$ just below the positive $\omega'$ axis, and occupied states ($x<0$) put them just above the negative axis. The singularities of $W_c$ lie in the same two quadrants. The contour can therefore be turned onto $\omega'=i\nu$ without crossing a pole. With $d\omega'=i\,d\nu$ and $G_0=1/(i\nu-x)=-(x+i\nu)/(x^2+\nu^2)$, the part odd in $\nu$ drops out:

$$\Sigma^c_\sigma=\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!\frac{d\nu}{2\pi}\,W_c(q,i\nu)\frac{x}{x^2+\nu^2}.$$

Here $x=q^2/2+k_\sigma qc$, so $\int_{-1}^1dc\,x/(x^2+\nu^2)=L_{k_\sigma}/(2k_\sigma q)$. Collecting factors,

$$\Sigma^c_\sigma=\frac1{4\pi^2}\int\!q^2dq\,\frac1\pi\int_0^\infty\!q\,du\,\frac{4\pi}{q^2}\Big(\frac1\epsilon-1\Big)\frac{L_{k_\sigma}}{2k_\sigma q}
=\frac1{2\pi^2k_\sigma}\int_0^\infty\!\!dq\int_0^\infty\!\!du\Big(\frac1\epsilon-1\Big)L_{k_\sigma}.$$

Because $L>0$ and $\epsilon>1$, this is negative.

**Why the on-shell choice is consistent**

Integrating the RPA response over the coupling strength gives the correlation energy per volume

$$\mathcal E_c=\frac1{4\pi^3}\int_0^\infty\!q^2dq\int_0^\infty\!d\nu\,[\ln\epsilon+1-\epsilon].$$

Its derivative with respect to $n_\sigma$ contains $(1/\epsilon-1)\,v\,\partial P_\sigma/\partial n_\sigma$. Added electrons sit on the Fermi surface, so $\partial P_\sigma/\partial n_\sigma$ is the angular average of $2x/(x^2+\nu^2)$ there, which is $L_{k_\sigma}/(2k_\sigma q)$. Inserting this reproduces the formula for $\Sigma^c_\sigma$, factor by factor.

The kinetic and exchange energies per volume, $\sum_\sigma k_\sigma^5/20\pi^2$ and $-\sum_\sigma k_\sigma^4/8\pi^3$, likewise give $k_\sigma^2/2$ and $-k_\sigma/\pi$, using $dn_\sigma=k_\sigma^2dk_\sigma/2\pi^2$. Thus $E_\sigma$ is the chemical potential of spin $\sigma$ in the RPA total energy.

With $e(\zeta)$ the energy per electron, $de/d\zeta=(E_\uparrow-E_\downarrow)/2=b$. The kinetic part, $\frac{3k_F^2}{20}[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}]$, has curvature $k_F^2/3$ at $\zeta=0$. Therefore

$$S(0)=\frac{e''(0)}{k_F^2/3}.$$

Solving $E=\varepsilon+\Sigma(k,E)$ instead evaluates $\Sigma$ at another frequency, and this derivation does not cover that choice.

**Does $W$ have to be polarized?**

At finite $\zeta$ it does, if $E_\sigma$ is to remain the derivative of the energy. For the limit $\zeta\to0$ it does not. Exchanging the spins leaves $P_\uparrow+P_\downarrow$ unchanged, so this sum is even in $\zeta$ and $W$ has no first-order change.

Let $F(p)$ be the correlation integral with $L_p/p$ in place of $L_{k_\sigma}/k_\sigma$ and $\epsilon$ frozen at $\zeta=0$. For $k_{\uparrow,\downarrow}=k_F\pm\delta$, the correlation splitting is $2\delta F'(k_F)$ and the free splitting is $2\delta k_F$. So

$$S(0)=1-\frac1{\pi k_F}+\frac{F'(k_F)}{k_F}.$$

**Numbers**

I evaluated the double integrals by Gauss–Legendre quadrature, with $q$ nodes clustered at $2k_\sigma$, where the integrand is singular at $u=0$. For $\zeta=0.20$, in hartree:

| $r_s$, spin | $\varepsilon_\sigma$ | $\Sigma^x_\sigma$ | $\Sigma^c_\sigma$ | $E_\sigma$ |
|---|---|---|---|---|
| 2, up | 0.51990 | −0.32458 | −0.06418 | 0.13114 |
| 2, down | 0.39676 | −0.28355 | −0.07588 | 0.03733 |
| 4, up | 0.12997 | −0.16229 | −0.04968 | −0.08200 |
| 4, down | 0.09919 | −0.14177 | −0.05794 | −0.10052 |

At $r_s=2$ the up-minus-down differences are $0.12314$ (free), $-0.04103$ (exchange) and $+0.01170$ (correlation). They add to $0.09381$, so $S=0.09381/0.12314=0.762$. At $r_s=4$ the unrounded values give a total splitting of $0.01853$ against a free value of $0.03079$ (the rounded table entries give $0.01852$ and $0.03078$), so $S=0.602$.

Smaller polarizations change little:

| $r_s$ | $S(0.20)$ | $S(0.10)$ | $S(0.05)$ |
|---|---|---|---|
| 2 | 0.7618 | 0.7623 | 0.7625 |
| 4 | 0.6019 | 0.6028 | 0.6030 |

$S$ is even in $\zeta$, so I remove a $\zeta^2$ term with $S(0)\approx[4S(0.05)-S(0.10)]/3$. At $r_s=4$ this is $(4\times0.6030-0.6028)/3=0.6031$. At $r_s=2$ the unrounded values give $0.7625$. The singularities at $q=2k_\sigma$ might also produce a $\zeta^2\ln\zeta$ term, which this formula would not remove completely. I therefore evaluated the other two expressions for $S(0)$ as well. The energy curvature is extrapolated from the same polarizations, so it tests the self-energy formula but shares any such term. The frozen-$W$ form needs no extrapolation in $\zeta$, and its agreement shows that the leftover lies below the digits quoted:

| $\chi/\chi_P$ from | $r_s=2$ | $r_s=4$ |
|---|---|---|
| self-energies, extrapolated | 1.311 | 1.658 |
| curvature of the RPA energy | 1.311 | 1.658 |
| frozen $W$ | 1.311 | 1.658 |
| exchange alone | 1.496 | 2.971 |

The curvature comes from energy differences between $\zeta=0$ and $\zeta=0.05$, $0.10$, extrapolated in the same way. $F'(k_F)$ comes from a central difference with step $0.01k_F$. The on-shell $G_0W_0$ enhancements are thus **1.31 at $r_s=2$ and 1.66 at $r_s=4$**.

**What correlation does to your exchange result**

The parts of $S(0)$ are

$$r_s=2:\;1-0.332+0.094,\qquad r_s=4:\;1-0.663+0.267 .$$

Exchange lowers the majority spin more, which makes polarization cheaper. Correlation lowers the minority spin more, as the first table shows, and undoes about 28% of the exchange term at $r_s=2$ and 40% at $r_s=4$.

A static limit suggests why. If $W_c$ did not depend on frequency, the $\nu$ integral of $x/(x^2+\nu^2)$ would give $\frac12\,\mathrm{sgn}\,x$, and

$$\Sigma^c_\sigma\to\frac12\int\!\frac{d^3q}{(2\pi)^3}W_c-\int_{\rm occ}\!\frac{d^3q}{(2\pi)^3}W_c ,$$

where "occ" restricts $\mathbf k+\mathbf q$ to occupied states. The first term is the same for both spins. The second, added to bare exchange, replaces $v$ by the weaker $W$. In this limit the splitting therefore comes from screened exchange. That weaker exchange is the main cause in the full dynamic calculation is my conjecture, since I have not separated the static part there.

Your value of 2.97 is large because the exchange-only $S(0)=1-1/(\pi k_F)$ is already down to $0.337$ at $r_s=4$. It reaches zero at $k_F=1/\pi$. Since $r_sk_F=4\times0.47979=1.919$, that is $r_s=1.919\,\pi\approx6.03$, where the exchange-only susceptibility diverges. Near such a point a small error in $S$ becomes a large one in $\chi$, because $\delta(1/S)=-\delta S/S^2$. Even at the $G_0W_0$ value for $r_s=4$, the factor $1/S^2$ is about 2.7.

That factor also applies to what the approximation omits. Vertex corrections and self-consistency are absent, so 1.31 and 1.66 are RPA-level results and not the exact susceptibility of the electron gas.
